# The Kramers-Heisenberg-Waller amplitude from Rayleigh to form-factor Thomson scattering

## Result and conventions

Let \(N\) nonrelativistic electrons be bound to a fixed nucleus. A photon with wave vector \(\mathbf k\), polarization \(\mathbf e\) and frequency \(\omega\) scatters into \(\mathbf k',\mathbf e',\omega'\), while the electrons go from state \(i\) to state \(f\). To lowest order in the coupling, with the coupling of the field to electron spin omitted,

\[
\frac{d\sigma}{d\Omega}=\frac{1}{c^4}\,\frac{\omega'}{\omega}\,|M|^2, \tag{1}
\]

\[
\begin{aligned}
M={}&\mathbf e'^*\!\cdot\mathbf e\,\langle f|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|i\rangle\\
&+\sum_n\left[\frac{\langle f|D'^\dagger|n\rangle\langle n|D|i\rangle}{E_i+\omega-E_n+i0}+\frac{\langle f|D|n\rangle\langle n|D'^\dagger|i\rangle}{E_i-\omega'-E_n}\right],
\end{aligned} \tag{2}
\]

with \(\mathbf q=\mathbf k-\mathbf k'\), \(D=\sum_j\mathbf e\cdot\mathbf p_j\,e^{i\mathbf k\cdot\mathbf r_j}\) and \(D'^\dagger=\sum_j\mathbf e'^*\!\cdot\mathbf p_j\,e^{-i\mathbf k'\cdot\mathbf r_j}\). This is the Kramers-Heisenberg-Waller amplitude. Hartree atomic units with Gaussian fields are used, so \(c=1/\alpha_{\rm fs}\approx137\), with \(\alpha_{\rm fs}\) the fine-structure constant, and \(1/c^2\) is the classical electron radius.

For elastic scattering from a nondegenerate, spherically symmetric ground state, (2) has two simple limits:

\[
M\simeq-\omega^2\alpha(0)\,\mathbf e'^*\!\cdot\mathbf e,\qquad
\sigma\simeq\frac{8\pi}{3}\,\alpha(0)^2\left(\frac{\omega}{c}\right)^4 \tag{3}
\]

far below the first excitation energy, where \(\alpha(0)\) is the static polarizability, and

\[
M\simeq\mathbf e'^*\!\cdot\mathbf e\,F(\mathbf q),\qquad F(\mathbf q)=\langle 0|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|0\rangle \tag{4}
\]

far above the binding energy of every shell, but with \(\omega\ll c^2\). The Thomas-Reiche-Kuhn sum rule produces the cancellation behind (3). At high frequency it fixes the long-wavelength value \(M\to N\,\mathbf e'^*\!\cdot\mathbf e\). The form factor itself does not follow from the sum rule: it comes from the \(A^2\) interaction, once the other terms are shown to be small.

## The amplitude and the cross section

An electron has charge \(-1\), so its kinetic energy is \((\mathbf p+\mathbf A/c)^2/2\). In Coulomb gauge \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p\), and the interaction is

\[
H_{\rm int}=\frac1c\sum_j\mathbf p_j\cdot\mathbf A(\mathbf r_j)+\frac1{2c^2}\sum_j\mathbf A(\mathbf r_j)^2. \tag{5}
\]

In a volume \(V\), one mode contributes \(\mathcal N(a\,\mathbf e\,e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})\) to \(\mathbf A\). For \(\nu\) photons the mean of \(E^2\) is \(2\mathcal N^2(\omega^2/c^2)(\nu+\tfrac12)\), and that of \(B^2\) is the same. The field energy \(V(E^2+B^2)/8\pi\) must equal \(\omega(\nu+\tfrac12)\), which gives

\[
\mathcal N=\sqrt{\frac{2\pi c^2}{V\omega}}. \tag{6}
\]

Scattering removes one photon and creates another. The \(A^2\) term does this in first order. Its two equal cross products cancel the factor \(\tfrac12\), leaving \(\mathcal N\mathcal N'/c^2=2\pi/(V\sqrt{\omega\omega'})\) times the first term of (2).

The \(\mathbf p\cdot\mathbf A\) term must act twice, which gives the same prefactor. If absorption comes first, the intermediate energy is \(E_n\) and the denominator is \(E_i+\omega-E_n+i0\). If emission comes first, both photons are present, the intermediate energy is \(E_n+\omega+\omega'\), and the denominator is \(E_i-\omega'-E_n\). Hence the transition amplitude is

\[
T=\frac{2\pi}{V\sqrt{\omega\omega'}}\,M. \tag{7}
\]

The golden rule gives the rate \(2\pi|T|^2\rho\). The density of final photon states is \(\rho=V\omega'^2d\Omega/(8\pi^3c^3)\) and the incident flux is \(c/V\). Therefore

\[
d\sigma=2\pi\,\frac{4\pi^2|M|^2}{V^2\omega\omega'}\,\frac{V\omega'^2d\Omega}{8\pi^3c^3}\,\frac Vc
=\frac{\omega'}{\omega}\,\frac{|M|^2}{c^4}\,d\Omega, \tag{8}
\]

which is (1). Close to a resonance the infinitesimal \(i0\) must be replaced by the level width, and lowest order is no longer sufficient.

## The sum rule and the long-wavelength limit

When the wavelength is much larger than the atom, the exponentials in (2) become unity. The first term is then \(N\,\mathbf e'^*\!\cdot\mathbf e\,\delta_{fi}\), and \(D\) becomes \(\mathbf e\cdot\mathbf P\) with \(\mathbf P=\sum_j\mathbf p_j\). Let \(\mathbf R=\sum_j\mathbf r_j\), \(X=\mathbf e\cdot\mathbf R\) and \(Y=\mathbf e'^*\!\cdot\mathbf R\). The potential commutes with positions, so \([H,\mathbf R]=-i\mathbf P\), or \(\mathbf P=i[H,\mathbf R]\). The numerator of the absorption-first term is therefore

\[
i(E_f-E_n)Y_{fn}\;i(E_n-E_i)X_{ni}=(E_n-E_f)(E_n-E_i)\,Y_{fn}X_{ni}. \tag{9}
\]

Write \(d_1=E_i+\omega-E_n\) and \(d_2=E_i-\omega'-E_n\). Energy conservation, \(E_f=E_i+\omega-\omega'\), gives \(E_n-E_i=\omega-d_1=-\omega'-d_2\) and \(E_n-E_f=\omega'-d_1=-\omega-d_2\). Consequently

\[
\begin{aligned}
\frac{(E_n-E_f)(E_n-E_i)}{d_1}&=\frac{\omega\omega'}{d_1}-\omega-\omega'+d_1,\\
\frac{(E_n-E_f)(E_n-E_i)}{d_2}&=\frac{\omega\omega'}{d_2}+\omega+\omega'+d_2.
\end{aligned} \tag{10}
\]

The first line multiplies \(Y_{fn}X_{ni}\) and the second \(X_{fn}Y_{ni}\). After summation over the complete set \(n\), the terms in \(\omega+\omega'\) give \(-(\omega+\omega')\langle f|[Y,X]|i\rangle=0\). For the last terms use \(2E_i+\omega-\omega'=E_i+E_f\), and let \(H\) act on the outer states:

\[
\begin{aligned}
\sum_n(d_1Y_{fn}X_{ni}+d_2X_{fn}Y_{ni})
&=\langle f|HYX-YHX+XYH-XHY|i\rangle\\
&=\langle f|[[H,Y],X]|i\rangle=-N\,\mathbf e'^*\!\cdot\mathbf e\,\delta_{fi}.
\end{aligned} \tag{11}
\]

The last equality uses \([H,Y]=-i\,\mathbf e'^*\!\cdot\mathbf P\) and \([\mathbf e'^*\!\cdot\mathbf P,X]=-iN\,\mathbf e'^*\!\cdot\mathbf e\). The result cancels the \(A^2\) term and leaves

\[
M=\omega\omega'\sum_n\left[\frac{Y_{fn}X_{ni}}{d_1+i0}+\frac{X_{fn}Y_{ni}}{d_2}\right]. \tag{12}
\]

This form also holds for inelastic (Raman) scattering.

The sum rule is a special case of (11). Take \(i=f=0\) and \(X=Y=Z\), where \(Z=\sum_jz_j\), and define \(\omega_n=E_n-E_0\). Then \(d_1+d_2=-2\omega_n\), so

\[
\sum_nf_n=N,\qquad f_n=2\omega_n|Z_{n0}|^2. \tag{13}
\]

The sum includes the continuum.

For elastic scattering from a spherical state, summing over the degenerate components of each excited level gives a tensor proportional to the unit tensor. Thus \(Y_{0n}X_{n0}\) may be replaced by \(\mathbf e'^*\!\cdot\mathbf e\,|Z_{n0}|^2\). Adding \(1/(\omega-\omega_n)\) and \(-1/(\omega+\omega_n)\) gives \(2\omega_n/(\omega^2-\omega_n^2)\), and (12) becomes

\[
M=\mathbf e'^*\!\cdot\mathbf e\sum_n\frac{f_n\omega^2}{\omega^2-\omega_n^2}
=-\omega^2\alpha(\omega)\,\mathbf e'^*\!\cdot\mathbf e,\quad
\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2}. \tag{14}
\]

Above the first excitation energy, \(\omega\) in these denominators means \(\omega+i0\). At zero frequency \(\alpha(0)=2\sum_n|Z_{n0}|^2/\omega_n\). This is the static polarizability, since a static field \(\mathcal E\) shifts the energy in second order by \(-\mathcal E^2\sum_n|Z_{n0}|^2/\omega_n=-\alpha(0)\mathcal E^2/2\).

## Low frequency: Rayleigh scattering

For \(\omega\ll\omega_1\), with \(\omega_1\) the lowest dipole excitation energy, the expansion \(\alpha(\omega)=\alpha(0)+\omega^2\sum_nf_n/\omega_n^4+\cdots\) shows that corrections are of relative order \(\omega^2/\omega_1^2\). The average over incident polarizations and sum over final ones of \(|\mathbf e'^*\!\cdot\mathbf e|^2\) is \((1+\mu^2)/2\), where \(\mu\) is the cosine of the scattering angle. Integration gives

\[
2\pi\int_{-1}^{1}\frac{1+\mu^2}{2}\,d\mu=\frac{8\pi}{3}, \tag{15}
\]

and (1) with (14) yields (3). In physical terms, the field induces a dipole proportional to \(\alpha(0)\). The dipole's acceleration supplies \(\omega^2\) in the amplitude and hence \(\omega^4\) in the cross section.

Retardation does not change this power. Expand the exponentials in (2) in the wave vectors. Terms with one extra factor of \(\mathbf k\cdot\mathbf r\) or \(\mathbf k'\cdot\mathbf r\) vanish by parity. Terms with two are proportional to \(\omega^2/c^2\), with coefficients set by atomic lengths and energies. Their size is of order \(k^2\langle r^2\rangle\), so compared with \(\omega^2\alpha(0)\) they are of relative order \(\langle r^2\rangle/(\alpha(0)c^2)\). This fixes the scale, not the coefficient: in hydrogen, as \(\omega\to0\), the forward and backward amplitudes change by about \(-0.1/c^2\) and \(+0.1/c^2\) in relative terms. The scale is \(1/c^2\) when atomic lengths and energies are of order unity, and \((Z_{\rm n}/c)^2\) for a hydrogen-like ion of nuclear charge \(Z_{\rm n}\), where \(\langle r^2\rangle\propto Z_{\rm n}^{-2}\) and \(\alpha(0)\propto Z_{\rm n}^{-4}\).

The fixed nucleus is an assumption here. An ion of net charge \(Q\) and total mass \(M_{\rm t}\) accelerates as a whole in a slowly varying field. A free electron has Thomson amplitude \(\mathbf e'^*\!\cdot\mathbf e\) in these units, so the ion adds \((Q^2/M_{\rm t})\,\mathbf e'^*\!\cdot\mathbf e\), which does not vanish as \(\omega\to0\). For a neutral atom \(Q=0\) and this term is absent. The nondegenerate ground state is also an assumption. For an atom with an unpaired spin, such as real hydrogen, the omitted spin coupling adds an amplitude of order \(\omega/c^2\). It exceeds \(\omega^2\alpha(0)\) below \(\omega\sim1/(\alpha(0)c^2)\), about \(10^{-5}\) hartree for hydrogen, and the fourth-power law does not describe such an atom there.

## High frequency: Thomson scattering

First keep the dipole limit. Since \(\omega^2/(\omega^2-\omega_n^2)=1+\omega_n^2/(\omega^2-\omega_n^2)\), equations (13) and (14) give, when the following second moment converges,

\[
\frac{M}{\mathbf e'^*\!\cdot\mathbf e}\simeq N+\frac{S_2}{\omega^2},\qquad S_2=\sum_nf_n\omega_n^2. \tag{16}
\]

The leading term is that of \(N\) free electrons scattering in phase. To evaluate \(S_2\), use \(|(P_z)_{n0}|^2=\omega_n^2|Z_{n0}|^2\):

\[
S_2=2\sum_n\omega_n|(P_z)_{n0}|^2=\langle[P_z,[H,P_z]]\rangle
=\Big\langle\sum_{jl}\frac{\partial^2U}{\partial z_j\partial z_l}\Big\rangle, \tag{17}
\]

where \(U\) is the potential energy. For hydrogen \(\nabla^2(-1/r)=4\pi\delta(\mathbf r)\), one third of which belongs to \(z\), and the ground-state density at the nucleus is \(1/\pi\). Hence \(S_2=4/3\).

At higher frequency the wavelength becomes comparable with the atom, and the exponentials must be restored. The first term of (2) is then \(\mathbf e'^*\!\cdot\mathbf e\,F(\mathbf q)\). It remains to estimate the other two. With \(K=H-E_0\), expand \(1/(\omega-K)=1/\omega+K/\omega^2+\cdots\) and \(1/(-\omega-K)=-1/\omega+K/\omega^2-\cdots\). Their sum is

\[
M_{pA}=\frac{\langle[D'^\dagger,D]\rangle}{\omega}
+\frac{\langle D'^\dagger KD+DKD'^\dagger\rangle}{\omega^2}+\cdots. \tag{18}
\]

Operators of different electrons commute. For one electron, moving the exponentials to the left shifts the momenta:

\[
\begin{aligned}
D'^\dagger D&=e^{i\mathbf q\cdot\mathbf r}(\mathbf e'^*\!\cdot\mathbf p+\mathbf e'^*\!\cdot\mathbf k)\,\mathbf e\cdot\mathbf p,\\
DD'^\dagger&=e^{i\mathbf q\cdot\mathbf r}(\mathbf e\cdot\mathbf p-\mathbf e\cdot\mathbf k')\,\mathbf e'^*\!\cdot\mathbf p.
\end{aligned} \tag{19}
\]

The difference is \(e^{i\mathbf q\cdot\mathbf r}[(\mathbf e'^*\!\cdot\mathbf k)\,\mathbf e\cdot\mathbf p+(\mathbf e\cdot\mathbf k')\,\mathbf e'^*\!\cdot\mathbf p]\). A nondegenerate ground state without magnetic field can be chosen real, and an integration by parts then gives \(\langle\sum_je^{i\mathbf q\cdot\mathbf r_j}\mathbf p_j\rangle=-\mathbf qF/2\). Transversality gives \(\mathbf e\cdot\mathbf q=-\mathbf e\cdot\mathbf k'\) and \(\mathbf e'^*\!\cdot\mathbf q=\mathbf e'^*\!\cdot\mathbf k\). Therefore

\[
\langle[D'^\dagger,D]\rangle=-\frac F2\left[-(\mathbf e'^*\!\cdot\mathbf k)(\mathbf e\cdot\mathbf k')+(\mathbf e\cdot\mathbf k')(\mathbf e'^*\!\cdot\mathbf k)\right]=0. \tag{20}
\]

The term of order \(1/\omega\) is absent. In the next term, the exponential again shifts the momentum, so that for one electron

\[
KD|0\rangle=e^{i\mathbf k\cdot\mathbf r}\left(K+\mathbf k\cdot\mathbf p+\tfrac12k^2\right)\mathbf e\cdot\mathbf p|0\rangle. \tag{21}
\]

Let \(v\) be a typical bound-electron velocity, with binding energy of order \(v^2\). The two momentum operators acting on the ground states supply \(v^2\). After division by \(\omega^2\), the three terms in (21) contribute orders \(v^4/\omega^2\), \(v^3/(\omega c)\) and \(v^2/c^2\). The middle one is the geometric mean of the others. The \(\mathbf p\cdot\mathbf A\) terms are thus small when \(\omega\gg v^2\) and \(v\ll c\), and (4) follows.

This is an order-of-magnitude estimate, not a bound: the expansion treats \(K\) as small compared with \(\omega\), although absorption reaches states with \(K=\omega\). The complete sum is therefore evaluated for hydrogen below. The estimate is also absolute. At large \(q\), where \(F\) is itself small, (4) needs \(|F|\) to exceed these corrections. If \(\omega\) lies above the outer shells but not the inner ones, the inner electrons do not yet scatter as free electrons.

## Hydrogen from 0.01 hartree to the keV range

For the hydrogen ground state \(\phi_0=e^{-r}/\sqrt\pi\),

\[
F(q)=\frac4q\int_0^\infty re^{-2r}\sin(qr)\,dr=\frac{16}{(4+q^2)^2}=\left(1+\frac{q^2}{4}\right)^{-2}. \tag{22}
\]

The \(\mathbf p\cdot\mathbf A\) terms can be calculated without expanding in \(k\) or \(1/\omega\). Since \(\mathbf p\phi_0=i\hat{\mathbf r}\phi_0\), the state \(D|0\rangle\) is \(i(\mathbf e\cdot\hat{\mathbf r})e^{i\mathbf k\cdot\mathbf r}\phi_0\). A derivative with respect to the direction \(\hat{\mathbf k}\) generates the angular factor:

\[
(\mathbf e\cdot\hat{\mathbf r})e^{i\mathbf k\cdot\mathbf r}
=\frac1{ikr}\,\mathbf e\cdot\nabla_{\hat{\mathbf k}}\sum_l i^l(2l+1)j_l(kr)P_l(\hat{\mathbf k}\cdot\hat{\mathbf r}). \tag{23}
\]

The angular integral of \(P_l(\hat{\mathbf k}'\cdot\hat{\mathbf r})P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})\) is \(4\pi P_l(\mu)/(2l+1)\). Taking both directional derivatives gives, for real polarizations,

\[
M_{pA}=\sum_{l\ge1}4(2l+1)g_l\left[\mathbf e\cdot\mathbf e'P_l'(\mu)+(\mathbf e\cdot\hat{\mathbf k}')(\mathbf e'\cdot\hat{\mathbf k})P_l''(\mu)\right], \tag{24}
\]

\[
g_l=\langle R_l|\frac1{E_0+\omega-h_l+i0}+\frac1{E_0-\omega-h_l}|R_l\rangle,\quad R_l=e^{-r}\frac{j_l(kr)}{kr}. \tag{25}
\]

Here \(h_l\) is the radial Coulomb Hamiltonian. The emission-first term reverses both wave vectors, which leaves the bracket in (24) unchanged. The resolvent is solved on the contour \(r=se^{i\theta}\) with \(\theta>0\), on which outgoing waves decay.

The sum rule is checked first: the bound states carry oscillator strength 0.5650 and the continuum 0.4350, together 1.0000. The static polarizability is 4.500 bohr³.

At \(\omega=0.05\) hartree, or 1.361 eV, the forward amplitude is

\[
M=1-1.01142=-0.01142. \tag{26}
\]

The static estimate is \(-(0.05)^2(4.500)=-0.01125\). With the Thomson cross section \(\sigma_{\rm T}=8\pi/(3c^4)=2.3756\times10^{-8}\) bohr², equation (3) gives

\[
\sigma\simeq(2.3756\times10^{-8})(0.01125)^2=3.007\times10^{-12}\ \text{bohr}^2. \tag{27}
\]

The complete calculation gives \(3.098\times10^{-12}\) bohr², or \(8.674\times10^{-33}\) m², larger than (27) by 3.0%. Between 0.01 and 0.02 hartree the cross section grows as the power 4.005 of frequency. At 0.2 hartree, about half the first excitation energy of 0.375 hartree, it already exceeds the fourth-power law by 74%.

At 1 hartree neither limit applies. The photon energy is twice the binding energy, yet the full cross section is \(1.586\,\sigma_{\rm T}\), while the form factor alone gives \(0.9999\,\sigma_{\rm T}\). Being above threshold is not enough. At 10 hartree the forward \(\mathbf p\cdot\mathbf A\) contribution has fallen to 0.0087 in magnitude. The estimate \(S_2/\omega^2=0.0133\) is still too large there. At 1000 hartree, in the dipole model used solely to check (16), the real part of \(\omega^2(M-1)\) is 1.274, within 5% of \(4/3\).

Finally take \(\omega=137.04\) hartree, or 3.729 keV, for which \(k=1\) bohr⁻¹. This is far above binding, while \(\omega/c^2=1/c\approx0.007\). At 90 degrees \(q=\sqrt2\) bohr⁻¹, and

\[
F=(1+2/4)^{-2}=0.4444. \tag{28}
\]

For polarization normal to the scattering plane, the \(\mathbf p\cdot\mathbf A\) contribution has magnitude \(5.7\times10^{-5}\). For polarization in the plane, \(\mathbf e'\cdot\mathbf e=0\) at this angle, so the Thomson term vanishes and a \(\mathbf p\cdot\mathbf A\) amplitude of magnitude \(1.6\times10^{-5}\) remains within this spinless model. The omitted coupling to the unpaired spin, of order \((\omega/c^2)F\), is much larger than that. In the backward direction \(F=0.2500\) and the correction is \(4.5\times10^{-5}\).

The elastic cross section is \(0.3126\,\sigma_{\rm T}=2.079\times10^{-29}\) m², against \(0.3125\,\sigma_{\rm T}\) from the form factor alone. The reduction below \(\sigma_{\rm T}\) comes from interference between waves scattered from different parts of the electron cloud. Inelastic scattering is not included in this number, nor are spin, relativistic corrections and nuclear motion. The four-figure values of this section belong to the model, not to real hydrogen. At this energy the \(\mathbf p\cdot\mathbf A\) terms are of the same order as relativistic corrections, \(1/c^2\), and smaller than the Thomson amplitude of the proton, which is the electron-to-proton mass ratio, about \(5\times10^{-4}\). The difference between 0.3126 and 0.3125 therefore tests (4) within the model only. The finite nuclear mass likewise changes the low-frequency cross sections by a few parts in a thousand. The numerical check also tests the equality of (2) and (12) in the dipole limit, for elastic scattering and for the 1s to 2s Raman transition.

## Computed results

```
speed of light c = 137.0360 a.u.
Thomson cross section = 2.37564e-08 bohr^2 = 6.65246e-29 m^2
oscillator strength 1s-2p = 0.41620
oscillator strength, all bound = 0.5650
oscillator strength, continuum = 0.4350
oscillator strength, total = 1.0000
Raman 1s-2s: omega = 0.600, omega' = 0.225 hartree
  M velocity form = 0.07331 -0.56884 i
  M length form   = 0.07331 -0.56884 i
static polarizability = 4.50000 bohr^3
Low frequency: omega (hartree), forward p.A term, forward M,
  sigma (bohr^2), sigma / (omega^4 law)
  0.01 -1.000450 -4.502633e-04 4.8164e-15 1.00118
  0.02 -1.001804 -1.804254e-03 7.7336e-14 1.00474
  0.05 -1.011419 -1.141881e-02 3.0976e-12 1.03025
  0.10 -1.047843 -4.784271e-02 5.4377e-11 1.13035
  0.20 -1.237665 -2.376653e-01 1.3419e-09 1.74337
power of omega between 0.01 and 0.02 hartree = 4.0051
sigma at 0.05 hartree (1.3606 eV) = 8.6742e-33 m^2
omega^2 (M-1), dipole limit, 1000 hartree = 1.2739 hartree^2
High frequency: omega (hartree), angle (deg), q (1/bohr), F,
  |p.A| normal to plane, |p.A| in plane
  1.000   0 0.0000 1.00000 4.171e-01 4.171e-01
  1.000  90 0.0103 0.99995 4.171e-01 2.158e-05
  1.000 180 0.0146 0.99989 4.171e-01 4.171e-01
  sigma/sigma_T: full 1.58578, form factor only 0.99989
  10.000   0 0.0000 1.00000 8.722e-03 8.722e-03
  10.000  90 0.1032 0.99470 8.697e-03 2.534e-05
  10.000 180 0.1459 0.98943 8.673e-03 8.673e-03
  sigma/sigma_T: full 1.00562, form factor only 0.98945
  50.000   0 0.0000 1.00000 4.557e-04 4.557e-04
  50.000  90 0.5160 0.87908 4.312e-04 2.330e-05
  50.000 180 0.7297 0.77883 4.096e-04 4.096e-04
  sigma/sigma_T: full 0.78567, form factor only 0.78492
  137.036   0 0.0000 1.00000 8.071e-05 8.071e-05
  137.036  90 1.4142 0.44444 5.713e-05 1.585e-05
  137.036 180 2.0000 0.25000 4.528e-05 4.528e-05
  sigma/sigma_T: full 0.31256, form factor only 0.31250
omega = c hartree is 3.7289 keV; sigma there = 2.0793e-29 m^2
```
